\section*{Energy of the Gutzwiller-projected half-filled Fermi sea in one dimension}

\section*{Setting}

A ring of $N=2M$ sites, with $M\ge 2$, carries one spin-$\tfrac12$ per site. With $\hbar=1$ the Hamiltonian is
\begin{equation}
H=J\sum_{x=0}^{N-1}\mathbf S_x\cdot\mathbf S_{x+1},\qquad J>0,\qquad \mathbf S_N=\mathbf S_0 .
\end{equation}
There is no additional constant per bond. A trial state is made from lattice fermions. For each spin direction, the $M$ orbitals
\begin{equation}
\phi_m(x)=N^{-1/2}e^{2\pi i(\kappa+m)x/N},\qquad m=0,\dots,M-1,
\end{equation}
are filled. The real offset $\kappa$ is common to both spins; $\kappa=-(M-1)/2$ centres the block at zero momentum, and the fermions are then periodic for odd $M$ and antiperiodic for even $M$. The Gutzwiller projector $P$ removes every configuration with an empty or doubly occupied site. The result, once normalized, is the trial state $|\Psi\rangle$. Define
\begin{equation}
G_N(r)=\langle S^z_0S^z_r\rangle,\qquad \mathrm{Si}(x)=\int_0^x\frac{\sin t}{t}\,dt .
\end{equation}

\section*{(a) Spin symmetry}

\textbf{Question.} Show that $|\Psi\rangle$ is a spin singlet, and express its energy per site through $G_N(1)$.

\textbf{Answer.} In terms of the orbitals, $S^+_{\rm tot}=\sum_m c^\dagger_{m\uparrow}c_{m\downarrow}$, with $m$ running over all $N$ orbitals. Acting on the filled sea, a term with $m$ in the block vanishes because the up orbital is already full. A term outside the block vanishes because there is no down fermion to remove. The same holds for $S^-_{\rm tot}$, and equal fillings give $S^z_{\rm tot}=0$. The sea is therefore a singlet.

The spin operator of a site gives zero on an empty or doubly occupied site and leaves a singly occupied site singly occupied. It therefore commutes with $P$, and the projected state is also a singlet. Its correlations are rotationally invariant, so $\langle\mathbf S_0\cdot\mathbf S_r\rangle=3G_N(r)$. The probabilities found in (b) depend on position differences alone, so all bonds are equivalent. With one bond per site,
\begin{equation}
e_N=3J\,G_N(1). \label{energy}
\end{equation}
Since $S^z$ is diagonal in the site basis, the probabilities of the spin configurations suffice, and the signs of the amplitudes are not needed.

\section*{(b) Probability of a configuration}

\textbf{Question.} Let the up spins sit at $x_1,\dots,x_M$, and put $z_i=e^{i\theta_i}$, $\theta_i=2\pi x_i/N$. Show that the probability is proportional to
\begin{equation}
W=\prod_{i<j}|z_i-z_j|^4 .
\end{equation}

\textbf{Answer.} Up to a sign, the amplitude is the determinant of the filled orbitals on the up sites $X$ times that on the complementary down sites $\bar X$. Extend $m$ to $0,\dots,N-1$, which gives a unitary matrix. Order its rows as $X,\bar X$ and its columns as filled, unfilled:
\begin{equation}
U=\begin{pmatrix}A&B\\ C&D\end{pmatrix}.
\end{equation}
The amplitude has modulus $|\det A\,\det C|$. Orthonormality of the rows of $U$ gives $AC^\dagger+BD^\dagger=0$ and $CC^\dagger+DD^\dagger=1$, hence
\begin{equation}
\begin{pmatrix}A&B\\ C&D\end{pmatrix}
\begin{pmatrix}1&C^\dagger\\ 0&D^\dagger\end{pmatrix}
=\begin{pmatrix}A&0\\ C&1\end{pmatrix}.
\end{equation}
Taking determinants, $\det U\,(\det D)^*=\det A$, so $|\det D|=|\det A|$. The unfilled orbitals are the filled ones with $m$ raised by $M$. Row $y$ of $D$ is thus row $y$ of $C$ times the phase $e^{2\pi iMy/N}$, and $|\det C|=|\det D|=|\det A|$.

In $A$, the offset $\kappa$ contributes one phase per row. What remains is a Vandermonde matrix $z_i^m$, so $|\det A|=N^{-M/2}\prod_{i<j}|z_i-z_j|$. The amplitude has modulus $|\det A|^2$ and the probability is proportional to $|\det A|^4$, which is $W$ up to a constant.

Up spins thus avoid one another, which favours alternating spins. The argument uses the fact that the filled momenta are consecutive and number half the sites; it does not cover a sea with gaps or a doped chain.

\section*{(c) A determinant for the weight}

\textbf{Question.} Show that $W$ is the $N\times N$ determinant whose columns, two for each up spin, are $e^{iq\theta_i}$ and $q\,e^{iq\theta_i}$, with row label $q=-\frac{N-1}2,-\frac{N-3}2,\dots,\frac{N-1}2$.

\textbf{Answer.} Take the Vandermonde determinant with columns $z_1^p,w_1^p,z_2^p,w_2^p,\dots$, where $p=0,\dots,N-1$ and $w_i=z_i+\epsilon$. It is the product of all differences, later variable minus earlier. Subtract the $z_i$ column from the $w_i$ column, divide by $\epsilon$, and let $\epsilon\to0$. The second column becomes $p\,z_i^{p-1}$. On the product side the division cancels $w_i-z_i=\epsilon$, and for $i<j$ four differences merge:
\begin{equation}
\det\bigl[z_i^p,\;p\,z_i^{p-1}\bigr]=\prod_{i<j}(z_j-z_i)^4 .
\end{equation}
On the unit circle
\begin{equation}
|z_i-z_j|^2=(z_i-z_j)\Bigl(\frac1{z_i}-\frac1{z_j}\Bigr)=-\frac{(z_i-z_j)^2}{z_iz_j}.
\end{equation}
Squaring this and noting that each $z_i$ occurs in $M-1$ pairs,
\begin{equation}
W=\prod_i z_i^{-(N-2)}\prod_{i<j}(z_i-z_j)^4 .
\end{equation}
These prefactors are absorbed in the columns. Multiply the derivative column by $z_i$, then both columns of spin $i$ by $e^{-i(N-1)\theta_i/2}$. The total factor is $z_i^{1-(N-1)}=z_i^{-(N-2)}$, as required. With $q=p-\frac{N-1}2$ the columns are now $e^{iq\theta_i}$ and $p\,e^{iq\theta_i}$. Subtracting $\frac{N-1}2$ times the first from the second turns $p$ into $q$ without changing the determinant.

\section*{(d) Summing over the other spins}

\textbf{Question.} Let $n_x=S^z_x+\tfrac12$ and $\theta=2\pi r/N$ with $0<r<N$. Show that
\begin{align}
\langle n_0n_r\rangle&=\frac1{N^2}\sum_{0<a<b}\frac{C_{ab}}{4ab},\label{pair}\\
C_{ab}&=8ab+2(a-b)^2\cos(a+b)\theta-2(a+b)^2\cos(a-b)\theta,
\end{align}
where $a,b$ run over $\tfrac12,\tfrac32,\dots,M-\tfrac12$.

\textbf{Answer.} Introduce one basis vector $e_q$ for each row, with the antisymmetric product $e_q\wedge e_{q'}=-e_{q'}\wedge e_q$. A determinant is the coefficient of the product of all $e_q$, in ascending order, in the product of its columns. The two columns of one spin combine into
\begin{equation}
\omega(\theta_i)=\sum_{q<q'}(q'-q)\,e^{i(q+q')\theta_i}\,e_q\wedge e_{q'},
\end{equation}
and $W$ is the coefficient in $\omega(\theta_1)\wedge\dots\wedge\omega(\theta_M)$. Such two-vector objects commute.

Sum one position over the ring. The integer $q+q'$ must be a multiple of $N$ for the sum of phases to survive. For $q\ne q'$, $|q+q'|\le\frac{N-1}2+\frac{N-3}2=N-2$, so $q'=-q$ is required:
\begin{equation}
\Omega=\sum_x\omega(2\pi x/N)=N\sum_{a>0}2a\;e_{-a}\wedge e_a .
\end{equation}
Because $W=0$ when two positions coincide, all positions may be summed independently. In $\Omega^M$ each pair $(-a,a)$ must appear once, which can happen in $M!$ orders. Putting the pairs into ascending order costs no sign, since each inner pair moves as a unit past $e_{-a}$. The norm over ordered positions is
\begin{equation}
Z=M!\,N^M\prod_{a>0}2a=M!\,N^M\,1\cdot3\cdots(2M-1)=\frac{N^M(2M)!}{2^M}.
\end{equation}

There are $M(M-1)$ ways to choose which labelled spins sit at $0$ and $r$. The other $M-2$ give $\Omega^{M-2}$, which fills all mode pairs but two, $a$ and $b$, with weight $(M-2)!\,N^{M-2}\prod_{c\ne a,b}2c$. Divided by $Z$, the combinatorial factor is $M(M-1)(M-2)!/M!=1$, and what remains is $1/(N^2\,4ab)$. This is \eqref{pair}, where $C_{ab}$ is the coefficient of $e_{-a}\wedge e_a\wedge e_{-b}\wedge e_b$ in $\omega(0)\wedge\omega(\theta)$. Three pairings contribute, each with the two spins in both orders:
\begin{itemize}
\item $(-a,a)(-b,b)$ gives $2(2a)(2b)=8ab$.
\item $(-a,-b)(a,b)$ has reordering sign $-1$ and factors $(a-b)(b-a)=-(a-b)^2$. The two phases $e^{\pm i(a+b)\theta}$ add, giving $+2(a-b)^2\cos(a+b)\theta$.
\item $(-a,b)(a,-b)$ has reordering sign $+1$ and factors $(a+b)(-b-a)=-(a+b)^2$, giving $-2(a+b)^2\cos(a-b)\theta$.
\end{itemize}
At $\theta=0$ the sum is $8ab+2(a-b)^2-2(a+b)^2=0$: two up spins cannot share a site.

\section*{(e) Correlation on a finite ring}

\textbf{Question.} Reduce $G_N(r)$ to a single sum. Evaluate it for $N=4$ and $N=6$.

\textbf{Answer.} By translation symmetry $\langle n_x\rangle=\tfrac12$, so $G_N(r)=\langle n_0n_r\rangle-\tfrac14$. The summand
\begin{equation}
\frac{C_{ab}}{4ab}=2+\frac{(a-b)^2\cos(a+b)\theta-(a+b)^2\cos(a-b)\theta}{2ab}
\end{equation}
is symmetric in $a,b$ and vanishes at $a=b$. The restricted sum is therefore half the sum over all $a,b$. The constant contributes $2M^2/(2N^2)=\tfrac14$, which cancels the subtraction. For the rest, expand the squares and use
\begin{align}
\cos(a+b)\theta-\cos(a-b)\theta&=-2\sin a\theta\,\sin b\theta,\\
\cos(a+b)\theta+\cos(a-b)\theta&=2\cos a\theta\,\cos b\theta .
\end{align}
The numerator becomes $-2(a^2+b^2)\sin a\theta\sin b\theta-4ab\cos a\theta\cos b\theta$. Dividing by $4N^2ab$ and summing, with the two terms $a/b$ and $b/a$ equal after relabelling,
\begin{equation}
G_N(r)=-\frac1{N^2}\Bigl[\Bigl(\sum_a a\sin a\theta\Bigr)\Bigl(\sum_b\frac{\sin b\theta}{b}\Bigr)+\Bigl(\sum_a\cos a\theta\Bigr)^2\Bigr].
\end{equation}
Since $2\sin\frac\theta2\cos a\theta=\sin(a+\tfrac12)\theta-\sin(a-\tfrac12)\theta$, the cosine sum telescopes:
\begin{equation}
K(\theta)=\sum_a\cos a\theta=\frac{\sin M\theta}{2\sin(\theta/2)} .
\end{equation}
On the lattice $M\theta=\pi r$, so $K=0$. In its derivative the term containing $\sin M\theta$ also drops out, leaving
\begin{equation}
\sum_a a\sin a\theta=-K'(\theta)=-\frac{(-1)^rM}{2\sin(\pi r/N)} .
\end{equation}
With $M=N/2$ and $b=j-\tfrac12$,
\begin{equation}
G_N(r)=\frac{(-1)^r}{4N\sin(\pi r/N)}\sum_{j=1}^{N/2}\frac{\sin[\pi r(2j-1)/N]}{j-1/2}. \label{ring}
\end{equation}

For $N=4$, $r=1$, both sines in the sum equal the one in the denominator, so $G_4(1)=-\frac1{16}(2+\frac23)=-\frac16$ and $e_4=-0.5J$. This ring has $H=J(\mathbf S_0+\mathbf S_2)\cdot(\mathbf S_1+\mathbf S_3)$. Its lowest level combines two spins 1 into a singlet, with energy $\frac J2(0-2-2)=-2J$. That level is nondegenerate and has the same energy per site, so the trial state is the exact ground state at $N=4$.

For $N=6$, $r=1$, the prefactor is $-1/(24\times\tfrac12)=-\tfrac1{12}$:
\begin{equation}
G_6(1)=-\frac{1.000000+0.666667+0.200000}{12}=-0.155556,
\end{equation}
and $e_6=-0.466667J$. The other correlations are $G_6(2)=0.066667$ and $G_6(3)=-0.072222$. A singlet requires $\langle S_0^zS^z_{\rm tot}\rangle=0$, and indeed $0.25-2(0.155556)+2(0.066667)-0.072222=0$ to the digits shown.

\section*{(f) The infinite chain}

\textbf{Question.} Show that the energy per site tends to $-3J\,\mathrm{Si}(\pi)/(4\pi)$. Find the leading finite-size correction and the form of the correlation at large distance.

\textbf{Answer.} Keep $r$ fixed and set $h=2\pi r/N$, $t_j=(j-\tfrac12)h$. Each term in \eqref{ring} is $h\sin t_j/t_j$. The points $t_j$ are midpoints of $N/2$ cells covering $0<t<\pi r$, so the sum tends to $\mathrm{Si}(\pi r)$, while $N\sin(\pi r/N)\to\pi r$. Therefore
\begin{equation}
G(r)=(-1)^r\frac{\mathrm{Si}(\pi r)}{4\pi r},\qquad
e=3J\,G(1)=-\frac{3J\,\mathrm{Si}(\pi)}{4\pi}. \label{limit}
\end{equation}
Numerical quadrature gives $\mathrm{Si}(\pi)=1.851937$, hence $e=-0.442117J$. If the Hamiltonian is defined with an extra $-J/4$ per bond, the value shifts to $-0.692117J$.

For the correction at $r=1$, let $f(t)=\sin t/t$. Expanding $f$ about each midpoint gives a cell integral $hf(t_j)+h^3f''(t_j)/24+\dots$. Summed over cells,
\begin{equation}
h\sum_jf(t_j)=\mathrm{Si}(\pi)-\frac{h^2}{24}\bigl[f'(\pi)-f'(0)\bigr]+O(h^4)
=\mathrm{Si}(\pi)+\frac{\pi}{6N^2}+O(N^{-4}),
\end{equation}
because $f'(\pi)=-1/\pi$, $f'(0)=0$ and $h=2\pi/N$. The prefactor supplies $1/[N\sin(\pi/N)]=\frac1\pi[1+\pi^2/(6N^2)+\dots]$. Multiplying the two expansions,
\begin{equation}
e_N=e-\frac{J[\pi\,\mathrm{Si}(\pi)+1]}{8N^2}+O(N^{-4})=e-\frac{0.85225J}{N^2}+O(N^{-4}).
\end{equation}
At $N=14$ this predicts $-0.446466J$, against $-0.446494J$ from \eqref{ring}.

At large $r$, use $\mathrm{Si}(\infty)=\pi/2$ and integrate the tail by parts: $\int_x^\infty\frac{\sin t}{t}dt=\frac{\cos x}{x}+O(x^{-2})$. With $x=\pi r$,
\begin{equation}
G(r)=\frac{(-1)^r}{8r}-\frac1{4\pi^2r^2}+O(r^{-3}).
\end{equation}
The trial state has alternating correlations that decay to zero, and so no long-range N\'eel order. The nearest values from \eqref{limit} are $-0.147372$, $0.056426$, $-0.044424$ and $0.029686$ for $r=1$ to $4$. The uniform second term strengthens odd distances and weakens even ones.

\section*{(g) Quality of the trial state}

\textbf{Question.} Compare the result with the unprojected Fermi sea and with the ground-state energy.

\textbf{Answer.} Without projection the two spin species are independent. For one species Wick's theorem gives $\langle n_0n_1\rangle=\frac14-|g|^2$, where
\begin{equation}
|g|=\frac1N\left|\sum_{m=0}^{M-1}e^{2\pi im/N}\right|=\frac{\sin(\pi M/N)}{N\sin(\pi/N)}=\frac1{N\sin(\pi/N)}\to\frac1\pi .
\end{equation}
With $S^z=\frac12(n_\uparrow-n_\downarrow)$, the cross terms cancel the products of means, so $\langle S^z_0S^z_1\rangle=\frac14\cdot2\cdot(-|g|^2)$. The unprojected energy per site is
\begin{equation}
e_{\rm sea}=-\frac{3J}{2\pi^2}=-0.151982J .
\end{equation}
Projection lowers the energy: its magnitude becomes 2.9 times as large.

By the variational principle $e_N$ is an upper bound to the ground-state energy per site on each ring. The table compares it with numerical diagonalization of $H$ in the $S^z_{\rm tot}=0$ space. The last column is the modulus of the overlap of the two normalized states.

\begin{center}
\begin{tabular}{cccc}
$N$ & $e_N/J$ & ground state$/J$ & overlap\\
\hline
6 & $-0.466667$ & $-0.467129$ & 0.9996\\
10 & $-0.450751$ & $-0.451545$ & 0.9985\\
14 & $-0.446494$ & $-0.447396$ & 0.9972
\end{tabular}
\end{center}

For the infinite chain the Bethe ansatz, quoted here without derivation, gives $J(\frac14-\ln2)=-0.443147J$. Diagonalization supports it: the ground-state energies at $N=14$ and $N=16$ (the latter $-0.446394J$), extrapolated with a pure $1/N^2$ correction, give $-0.44312J$. The projected sea lies $0.00103J$ above the Bethe value, or $0.23\%$ of its magnitude. Its energy is therefore a close upper bound, not the ground-state energy. The overlap measures something else: it falls steadily over the rings in the table, although the energy error per site stays below $0.001J$ there.

Numbers in the example were calculated in double precision.
